# Fang-Howard energy against the exact level in a fixed linear potential

## Question

An electron of mass $m$ is pressed against a wall at $z=0$ by a uniform field. For $z>0$ its potential energy is $eFz$, with $e>0$ and $F>0$ held fixed, and the wall imposes $\psi(0)=0$. Energies are measured from the potential at the wall.

**(a)** Remove all parameters from the Schrödinger equation by scaling. Find the exact ground energy to four significant figures, and show that no lower level has been missed.

**(b)** Let $\psi_1$ be the exact ground state. By writing a trial function as $\psi=\psi_1\varphi$, show that its energy cannot lie below the exact one, and express the excess as an integral.

**(c)** The Fang-Howard trial function is $\psi_b(z)=(b^3/2)^{1/2}\,z\,e^{-bz/2}$. Optimise $b$ and find the percentage by which the energy is overestimated.

**(d)** By what percentage is the mean distance from the wall wrong? Does the energy error come mainly from the tail of the trial function?

**(e)** Evaluate the results for $m=0.9\,m_e$ and $F=0.1$ MV/cm. What changes for $m=0.2\,m_e$ in the same field?

**(f)** The numbers in (e) can occur at a silicon (100) surface under oxide near the onset of inversion, where mobile electrons are still few. Estimate the main effects left out, and decide whether the variational error matters beside them.

## Model answers

### (a) The exact level

The equation is

$$-\frac{\hbar^2}{2m}\frac{d^2\psi}{dz^2}+eFz\,\psi=E\psi .$$

Put $z=\ell x$. The two terms on the left then carry the factors $\hbar^2/2m\ell^2$ and $eF\ell$. They are equal if

$$\ell=\left(\frac{\hbar^2}{2meF}\right)^{1/3},\qquad \varepsilon_0=eF\ell .$$

With $E=\varepsilon\,\varepsilon_0$, division by $\varepsilon_0$ gives

$$-\psi''+x\psi=\varepsilon\psi,\qquad \psi(0)=0 .$$

In terms of $u=x-\varepsilon$ this is $y''=uy$.

**The decaying solution.** Consider

$$\mathrm{Ai}(u)=\frac1{2\pi i}\int_C e^{t^3/3-ut}\,dt,$$

where $C$ comes in from infinity along $\arg t=-\pi/3$ and leaves along $\arg t=+\pi/3$. On these rays $t^3=-r^3$ with $r=|t|$, so the integral converges. Two derivatives with respect to $u$ bring down $t^2$, hence

$$\mathrm{Ai}''-u\,\mathrm{Ai}=\frac1{2\pi i}\int_C\frac{d}{dt}\,e^{t^3/3-ut}\,dt=0 .$$

For $u>0$, move the contour to the line $t=s+iv$ with $s=\sqrt u$. The horizontal pieces joining line and rays at large $|v|$ have $s\le \mathrm{Re}\,t\le |v|/\sqrt3$. There $\mathrm{Re}(t^3/3)\le-\tfrac89 s v^2$, so they contribute nothing in the limit. On the line itself, using $u=s^2$,

$$\frac{t^3}{3}-ut=-\frac{2s^3}{3}-sv^2-\frac{iv^3}{3}.$$

Therefore $|\mathrm{Ai}(u)|\le (2\pi)^{-1}\sqrt{\pi/s}\;e^{-2u^{3/2}/3}$. The derivative has an extra factor $-t$ in the integrand and decays with the same exponential.

No independent solution is normalisable. For any real solution and $u>0$,

$$(y^2)''=2y'^2+2uy^2\ge0 ,$$

so $y^2$ is convex. If it is also integrable, it must tend to zero. Then $|y''|=u|y|$ grows at most like $u$, and $|y'|$ at most like $u^2$. The Wronskian $\mathrm{Ai}\,y'-\mathrm{Ai}'y$ is constant, because its derivative is $\mathrm{Ai}\,uy-u\,\mathrm{Ai}\,y=0$, and it tends to zero at infinity. It is therefore zero, and $y$ is a multiple of Ai. The levels follow from $\mathrm{Ai}(-\varepsilon)=0$.

**The zero.** At $u=0$ the outgoing ray contributes $e^{i\pi/3}$ and the incoming one $-e^{-i\pi/3}$. Their sum is $2i\sin(\pi/3)$. For the derivative the phases are doubled and there is a factor $-r$:

$$\mathrm{Ai}(0)=\frac{\sin(\pi/3)}{\pi}\int_0^\infty e^{-r^3/3}dr,\qquad
\mathrm{Ai}'(0)=-\frac{\sin(2\pi/3)}{\pi}\int_0^\infty r\,e^{-r^3/3}dr .$$

With $q=r^3/3$ and $dr=(3q)^{-2/3}dq$, the integrals are $3^{-2/3}\Gamma(1/3)$ and $3^{-1/3}\Gamma(2/3)$. The two sines are equal, so

$$\rho\equiv-\frac{\mathrm{Ai}'(0)}{\mathrm{Ai}(0)}=\frac{3^{1/3}\,\Gamma(2/3)}{\Gamma(1/3)}=0.729011 .$$

A power series $\sum c_nu^n$ in $y''=uy$ requires $(n+2)(n+1)c_{n+2}=c_{n-1}$ and $c_2=0$. The solutions starting with $1$ and with $u$ are

$$f=1+\frac{u^3}{6}+\frac{u^6}{180}+\dots,\qquad g=u+\frac{u^4}{12}+\frac{u^7}{504}+\dots,$$

and $\mathrm{Ai}=\mathrm{Ai}(0)\,(f-\rho g)$. Summing the series gives

- at $u=-2.338$: $f-\rho g=-0.369001+0.729011\times0.506458=0.000212$;
- at $u=-2.339$: $f-\rho g=-0.001763$.

The sign change brackets a zero $-a_1$; refining it gives $a_1=2.338107$.

**No zero lies closer to the origin.** Let $p<q$ be neighbouring zeros of $y=\mathrm{Ai}$ in $[-2.339,0]$, with the sign chosen so that $y>0$ between them. Set $k^2=2.339$ and $w=\sin k(u-p)$. If $q-p<\pi/k$, then $w>0$ on $(p,q]$ and

$$(y'w-yw')'=(k^2-|u|)\,yw\ge0 .$$

The integral of the left side from $p$ to $q$ is $y'(q)w(q)<0$, a contradiction. Neighbouring zeros are thus at least $\pi/\sqrt{2.339}>2.05$ apart, and another zero in $(-a_1,0]$ would have $|u|<0.29$. There $f\ge1-|u|^3/6>0$ and $-g\ge0$, so $f-\rho g>0$.

For $u\ge0$, $\mathrm{Ai}^2$ is convex and tends to zero, so it cannot increase. A zero would make it vanish from there on, which a nonzero solution cannot do. Hence $\psi_1\propto\mathrm{Ai}(x-a_1)$ has no node for $x>0$, and the lowest level is

$$E_1=a_1\varepsilon_0=2.338\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}.$$

### (b) The excess energy

Take $\psi$ real and normalised, vanishing at least linearly at the wall and exponentially at infinity. With $\psi=\psi_1\varphi$,

$$\psi'^2=\psi_1'^2\varphi^2+2\psi_1\psi_1'\varphi\varphi'+\psi_1^2\varphi'^2
=\psi_1'\,(\psi_1\varphi^2)'+\psi_1^2\varphi'^2 .$$

Integrate the first term by parts. The boundary term is $\psi^2\psi_1'/\psi_1$. At the wall it vanishes, since $\psi^2$ is at least quadratic in $x$ and $\psi_1$ is linear.

At infinity we need a limit on $Q=-\mathrm{Ai}'/\mathrm{Ai}$, which is not negative for $u>0$ and obeys $Q'=Q^2-u$. Let $d=Q-\sqrt u$. Then

$$d'=d(d+2\sqrt u)-\frac1{2\sqrt u}.$$

If $d\ge1$ at some $u\ge1$, then $d'\ge d^2$ from there on, and $Q$ diverges at a finite $u$. This would require a zero of Ai, which is excluded. So $Q<\sqrt u+1$ for $u\ge1$, and the exponential decay of $\psi^2$ removes the boundary term.

What remains is $-\int\psi_1''\psi_1\varphi^2dx=-\int(x-a_1)\psi^2dx$. Adding the potential energy $\int x\psi^2dx$ gives

$$\langle H\rangle/\varepsilon_0-a_1=\int_0^\infty\psi_1^2\varphi'^2\,dx
=\int_0^\infty\left(\psi'-\psi\,\frac{\psi_1'}{\psi_1}\right)^2dx\ \ge0 .$$

Equality needs a constant $\varphi$, that is $\psi=\psi_1$. The excess measures the mismatch of the logarithmic slopes $\psi'/\psi$ and $\psi_1'/\psi_1$, weighted with the trial density.

### (c) The optimised trial energy

In scaled form, with $\beta=b\ell$, the trial function is $\psi=(\beta^3/2)^{1/2}x\,e^{-\beta x/2}$. From $\int_0^\infty x^ne^{-\beta x}dx=n!/\beta^{n+1}$ the norm is $(\beta^3/2)(2/\beta^3)=1$. The kinetic energy is

$$\int_0^\infty\psi'^2dx=\frac{\beta^3}{2}\int_0^\infty\left(1-\beta x+\frac{\beta^2x^2}{4}\right)e^{-\beta x}dx
=\frac{\beta^3}{2}\left(\frac1\beta-\frac1\beta+\frac1{2\beta}\right)=\frac{\beta^2}{4},$$

and the potential energy is $\langle x\rangle=(\beta^3/2)(6/\beta^4)=3/\beta$. Thus

$$\varepsilon(\beta)=\frac{\beta^2}{4}+\frac3\beta,\qquad
\frac{d\varepsilon}{d\beta}=\frac\beta2-\frac3{\beta^2}=0\ \Rightarrow\ \beta^3=6 .$$

The second derivative $\tfrac12+6/\beta^3$ is positive for every $\beta>0$, so this is the minimum. There

$$\varepsilon_T=\frac{\beta^3/4+3}{\beta}=\frac{9}{2\cdot6^{1/3}}=\left(\frac{729}{48}\right)^{1/3}=\left(\frac{243}{16}\right)^{1/3}=2.476445 .$$

The ratio to the exact level is

$$\frac{E_T}{E_1}=\frac{2.476445}{2.338107}=1.0592 .$$

The optimised function overestimates the ground energy by 5.9 percent, whatever $m$ and $F$ are, since both energies scale with the same $\varepsilon_0$. The percentage refers to energies counted from the potential at the wall. Another zero of energy would change it, but not the difference $0.138\,\varepsilon_0$.

### (d) Mean distance and origin of the error

Stretch a normalised state to $\sqrt\lambda\,\psi(\lambda x)$. Its kinetic energy becomes $\lambda^2T$ and its potential energy $V/\lambda$. If the energy is stationary at $\lambda=1$, then $2T=V$ and $E=T+V=\tfrac32V$. This holds for the exact state, which minimises the energy by (b). It also holds for the optimised trial state, because stretching merely changes $\beta$. In both cases

$$\langle z\rangle=\frac{2E}{3eF},$$

so the mean distance is also 5.9 percent too large: $1.651\,\ell$ instead of $1.559\,\ell$.

Numerical integration of the excess in (b) gives $0.13834$, in agreement with $\varepsilon_T-a_1$. The region beyond the classical turning point $x=a_1$ supplies 42 percent of it. This does not settle where the error comes from, because other integrands have the same total. The local energy of the trial function, for instance, gives the excess as

$$\int_0^\infty\psi^2\left(\frac{\beta}{x}-\frac{\beta^2}{4}+x-a_1\right)dx ,$$

and here the region beyond $x=a_1$ supplies 84 percent. The total is fixed, but its division between the tail and the classically allowed region depends on the definition chosen.

The squared overlap of the two states is 0.967. The missing weight 0.033 carries the whole excess, so its mean excitation energy is $0.138/0.033\approx4.2\,\varepsilon_0$. The second level lies 28.31 meV above the first for the parameters of (e), where $\varepsilon_0=16.18$ meV; that is $1.75\,\varepsilon_0$. The admixture therefore cannot consist of the second state alone.

### (e) Numbers

The force is $eF=0.010$ eV/nm and $\hbar^2/2m=0.04233$ eV nm². Hence

$$\ell=\left(\frac{0.04233}{0.010}\right)^{1/3}\text{nm}=1.618\ \text{nm},\qquad \varepsilon_0=16.18\ \text{meV},\qquad b=\frac{6^{1/3}}{\ell}=1.123\ \text{nm}^{-1}.$$

The energies are

$$E_1=2.3381\times16.18=37.8\ \text{meV}\ (6.06\times10^{-21}\ \text{J}),$$
$$E_T=2.4764\times16.18=40.1\ \text{meV}\ (6.42\times10^{-21}\ \text{J}).$$

They differ by 2.24 meV. The mean distances are 2.52 nm (exact) and 2.67 nm (trial).

At fixed field, energies scale as $m^{-1/3}$. For $m=0.2\,m_e$ the exact level is 24.6 meV higher, at 62.4 meV. The relative error is unchanged, so the absolute error grows to $0.0592\times62.4\approx3.7$ meV.

### (f) What the model leaves out

All device parameters here are rough typical values: relative permittivities 11.7 (semiconductor) and 3.9 (oxide), barrier 3 eV, oxide mass $0.5\,m_e$, oxide thickness 5 nm (used for the leakage and for the images in a gate), band bending 0.8 eV, sheet density $N_s=10^{10}$ cm⁻² and 300 K. Each shift below is taken separately, relative to $E_1=37.8$ meV.

**Image potential.** Let the electron have charge $q$ and its mirror image $q'$, and let the field in the oxide be that of a charge $q''$ at the electron's position. Continuity of the normal displacement gives $q-q'=q''$, and continuity of the potential gives $(q+q')/\epsilon_s=q''/\epsilon_{ox}$. So $q'=q(\epsilon_s-\epsilon_{ox})/(\epsilon_s+\epsilon_{ox})$, of the same sign as $q$. The charges are $2z$ apart, and an induced charge brings a factor $\tfrac12$. With the vacuum permittivity written $\epsilon_0$ (not to be confused with the energy unit $\varepsilon_0=eF\ell$),

$$V_{im}=\frac{e^2}{16\pi\epsilon_0\epsilon_s}\,\frac{\epsilon_s-\epsilon_{ox}}{\epsilon_s+\epsilon_{ox}}\,\frac1z=\frac{15.4\ \text{meV nm}}{z}.$$

Solving the Schrödinger equation with this term raises the level by 7.5 meV, or 20 percent. This holds for one electron, a sharp interface and an oxide much thicker than the electron's distance from the wall. An oxide of $t=5$ nm is not thick in this sense. A metal gate behind it mirrors $q''$ as $-q''$, which acts back in the semiconductor as $-q''\,2\epsilon_s/(\epsilon_s+\epsilon_{ox})=-0.75\,q$ at the distance $2(z+t)$. At $z=2.5$ nm this cancels half of $V_{im}$, and the further images in the gate are attractive too.

**Finite barrier.** In the oxide $\psi\propto e^{\kappa z}$ with $\kappa=\sqrt{2m_{ox}(V_0-E)}/\hbar=6.2$ nm⁻¹. Continuity of $\psi$ and $\psi'/m$ gives $\psi/\psi'=m_{ox}/(m\kappa)=0.089$ nm at $z=0$. The wall is in effect moved back by this length, and the level falls by about $0.010\times0.089$ eV $=0.89$ meV. Full matching gives the same value to this accuracy. The offset scales as $1/m$: for $m=0.2\,m_e$ it is 0.40 nm and the level falls by about 4 meV, slightly more than the variational error of 3.7 meV for that mass.

**Depletion charge.** If the field falls linearly to zero at depth $W$, the band bending is $eFW/2$, so $W=160$ nm. The potential becomes $eF(z-z^2/2W)$, which lowers the level by 0.24 meV.

**Mobile charge.** In mean field, with $F$ the field below the electron layer, a sheet at $z'$ adds $(e^2N_s/\epsilon_0\epsilon_s)\min(z,z')$. Since $\min(z,z')\le z$, the exact state used as a trial function bounds the shift for any occupation of the subbands. The sheet field is 0.00155 MV/cm, so the shift is below $0.000155\times2.52$ eV $=0.39$ meV. The field is proportional to $N_s$: at $10^{12}$ cm⁻² it would be 0.155 MV/cm, more than $F$, and the fixed linear potential would fail. The bound covers the mean field only. Screening of each electron by the others lowers the level; a rough static estimate at $10^{10}$ cm⁻² gives about 0.4 meV with a gate 5 nm away and about 1.4 meV for a thick oxide.

**Temperature.** Here $kT=25.9$ meV. The next subband of the same valleys is 28.3 meV higher, and the first of the four valleys with light normal mass is 24.6 meV higher. With Boltzmann weights, 28 percent of the electrons occupy the lowest subband. These figures are for the bare linear potential; the thick-oxide image term alone changes the gaps to about 26 and 22 meV and the fraction to about 26 percent. Boltzmann statistics is justified, as the density in that subband is $6\times10^{-4}$ of its density of states times $kT$. Occupation does not move the level in the fixed potential, but $E_1$ is not the mean energy of the electrons.

**Leakage and breakdown.** The tunnelling factor $e^{-2\kappa t}$ for oxide thickness $t=5$ nm is about $10^{-27}$. The field is a third of a rough breakdown field of 0.3 MV/cm.

**Judgement.** For the lowest heavy-mass subband, the variational error of 2.2 meV exceeds the barrier, depletion and mobile-charge shifts, but is well below the image shift of 7.5 meV found for a thick oxide. If the image term is included and $b$ is optimised again, the variational error rises to about 3.0 meV, some 40 percent of that shift. With a metal gate only 5 nm away, all images together raise the level by only about 3 meV, and the variational error is then comparable to the image shift. For the thick oxide the conclusion is clear: replacing the trial function by the Airy function removes a real error of the calculation, yet does not by itself give a level accurate to 5.9 percent, because the image shift alone is larger. Relative to $\varepsilon_0$, the thick-oxide term $V_{im}$ scales as $1/(F\ell^2)\propto F^{-1/3}$ at fixed mass, so it weighs more in weaker fields; with a nearby gate this simple scaling does not hold. Interface roughness and non-parabolic bands have not been estimated. The numerical output below gives further digits for most of these values.

## Table of computed values

```
r = -Ai'(0)/Ai(0): 0.729011
x=-2.338: f=-0.369001 g=-0.506458 f-rg=0.000212
x=-2.339: f=-0.369951 g=-0.505052 f-rg=-0.001763
f-rg at x=-0.29: 1.2069
a1 from series: 2.338107; from grid: 2.338107
best beta: formula 1.81712; search 1.81712
trial energy/e0: formula 2.476445; search 2.476445
relative excess: 5.917 percent
excess/e0: 0.13834; integral 0.13834
share of excess beyond x=a1: 42.4 percent
squared overlap trial/exact: 0.96727
mean x: exact 1.55874; trial 1.65096
INPUT mass 0.9 m_e; light mass 0.2 m_e
INPUT field 0.1 MV/cm; force 0.010 eV/nm
INPUT sheet density 1e+10 cm^-2; T 300 K
INPUT permittivities: semiconductor 11.7, oxide 3.9
INPUT barrier 3.0 eV; oxide mass 0.5 m_e
INPUT oxide thickness 5.0 nm; band bending 0.8 eV
INPUT rough breakdown field 0.3 MV/cm
hbar^2/2m: 0.042333 eV nm^2
length: 1.6177 nm; e0: 16.1768 meV; b: 1.1233 1/nm
exact energy: 37.823 meV = 6.0599e-21 J
grid energy: 37.823 meV
trial energy: 40.061 meV = 6.4185e-21 J
trial minus exact: 2.238 meV
mean distance: exact 2.522 nm; trial 2.671 nm
image coefficient: 15.384 meV nm
image shift: 7.456 meV; 1st order 7.940
barrier: kappa 6.235 1/nm; wall offset 0.0891 nm
finite-barrier shift: -0.889 meV
depletion width: 160 nm; shift -0.240 meV
mobile charge field: 0.00155 MV/cm
mobile charge shift, all in lowest: 0.292 meV
mobile charge shift, upper bound: 0.390 meV
kT: 25.85 meV
gap to 2nd heavy subband: 28.31 meV
gap to 1st light subband: 24.62 meV
fraction in lowest subband: 27.9 percent
degeneracy: density/(state density*kT) = 6.45e-04
oxide tunnelling factor: 8.4e-28
field/breakdown field: 0.33
```
